Electron–phonon coupling from the derivative of the one-electron eigenvalue equation

A trap in a memory device can capture a band electron and give the released energy to lattice vibrations. To first order in the lattice displacement, the electronic part of the transition amplitude is a matrix element of the derivative of the one-electron Hamiltonian. It can be obtained from orbitals at displaced geometries, without constructing that derivative. The problem is to find the relation that permits this, and the conditions on it.

Let Q be a real mass-weighted vibrational coordinate and h(Q) a Hermitian one-electron operator, differentiable in Q, with

h(Q)|i(Q)⟩ = e_i(Q)|i(Q)⟩,  ⟨f(Q)|i(Q)⟩ = δ_fi.

The inner product and the boundary conditions do not depend on Q. The label i denotes the band state, f the trap state, and ∂ means d/dQ. The required quantity is

W_fi = ⟨f|∂h|i⟩.

The general derivation uses Hartree atomic units. The example uses eV and nm, with Q in amu^1/2 Å.

**(a) Express W_fi through the derivative of an orbital. Assume e_i ≠ e_f and differentiable eigenvectors.**

**Solution.** The product rule applied to the eigenvalue equation gives

(∂h)|i⟩ + h|∂i⟩ = (∂e_i)|i⟩ + e_i|∂i⟩.

Project on ⟨f|:

⟨f|∂h|i⟩ + ⟨f|h|∂i⟩ = (∂e_i)⟨f|i⟩ + e_i⟨f|∂i⟩.

Because h is Hermitian, it can act to the left: ⟨f|h = e_f⟨f|. Because the states are orthogonal, the term with ∂e_i vanishes. Hence

⟨f|∂h|i⟩ + e_f⟨f|∂i⟩ = e_i⟨f|∂i⟩,

W_fi = (e_i − e_f)⟨f|∂i⟩.

The derivative can be moved to the other orbital. Differentiating ⟨f|i⟩ = 0 gives

⟨∂f|i⟩ + ⟨f|∂i⟩ = 0,

so that

W_fi = (e_f − e_i)⟨∂f|i⟩.

The order of the energies changes with the orbital that is differentiated.

Projection on ⟨i| instead of ⟨f| makes the two terms with ⟨i|∂i⟩ cancel and leaves ∂e_i = ⟨i|∂h|i⟩. The diagonal element is therefore the slope of a level. The off-diagonal element, divided by the energy difference, tells how fast one orbital acquires the character of another. For a small displacement δQ the admixture amplitude is

δQ⟨f|∂i⟩ = W_fi δQ/(e_i − e_f).

**(b) Eigenvectors have arbitrary phases, and a calculation uses finite displacements. Show how W_fi is still obtained, and find the leading step errors.**

**Solution.** Replace |i⟩ by exp(iθ)|i⟩ and |f⟩ by exp(iφ)|f⟩, where θ and φ may depend smoothly on Q. In the exponents and before θ′, the symbol i is the imaginary unit. The new overlap is

exp[i(θ−φ)] (⟨f|∂i⟩ + iθ′⟨f|i⟩) = exp[i(θ−φ)]⟨f|∂i⟩.

W_fi acquires the same factor, so |W_fi| is unchanged. Independent diagonalizations do not, however, return smoothly varying phases. Before differences are taken, each displaced orbital must be aligned, for example by making ⟨i(0)|i(Q)⟩ real and positive.

For a finite displacement, project the eigenvalue equation at Q on the trap state at zero:

⟨f(0)|h(Q)|i(Q)⟩ = e_i(Q)⟨f(0)|i(Q)⟩.

The eigenvalue equation at zero, acting to the left, gives

⟨f(0)|h(0)|i(Q)⟩ = e_f(0)⟨f(0)|i(Q)⟩.

Subtraction yields a relation that contains no expansion in Q:

⟨f(0)|h(Q) − h(0)|i(Q)⟩ = [e_i(Q) − e_f(0)]⟨f(0)|i(Q)⟩.

Divide by Q and let Q → 0. The left side becomes W_fi. On the right, ⟨f(0)|i(0)⟩ = 0, so the overlap divided by Q becomes ⟨f|∂i⟩. This recovers part (a) and shows that W_fi is the energy difference at Q = 0 times the slope of an overlap.

Write that overlap for a smooth aligned orbital as

O(Q) = aQ + bQ² + cQ³ + ….

Then, for a step s,

O(s)/s = a + bs + …,

[O(s) − O(−s)]/(2s) = a + cs² + ….

The one-sided estimate has a first-order error and the central estimate a second-order error, provided that b and c are not zero.

**(c) What happens when the two levels approach each other or coincide?**

**Solution.** Consider the dimensionless two-level Hamiltonian

h(Q) = [[Q, c], [c, −Q]],  c > 0.

At Q = 0 the eigenvalues are ±c and the eigenvectors are (1, ±1)/√2. Since ∂h = diag(1, −1), the off-diagonal element is

W = ½[1·1·1 + (−1)·(−1)·1] = 1.

The gap is 2c, so the derivative overlap is 1/(2c). It is 5 for a gap of 0.2 and 50 for a gap of 0.02, while W stays at 1. The orbitals rotate rapidly near the avoided crossing, although the Hamiltonian changes at a constant rate. A finite-difference step must therefore satisfy |W δQ| ≪ |e_i − e_f|. This condition is necessary but not sufficient: the step must also keep the shift of the two levels small beside their gap, and keep small the mixing of the differentiated orbital with every other state. In the trap model of part (f), a step of 0.3 amu^1/2 Å has |W δQ|/(e_i − e_f) = 0.018 but moves the trap level by about 0.29 of the gap, and the central estimate is 3.5% off.

At an exact degeneracy, suppose that differentiable eigenvectors have been chosen. The derivation in (a) holds up to its last line, where the energy difference is zero and the overlap finite. Thus W_fi = 0 in that basis: it diagonalizes ∂h within the degenerate space. In another basis of the same space the element need not vanish. The division ⟨f|∂i⟩ = W_fi/(e_i − e_f) is not available there.

**(d) In Kohn–Sham theory the potential depends on the density. Which derivative belongs in W_fi?**

**Solution.** The operator whose eigenfunctions are differentiated is the self-consistent one. Its derivative must include the change of the density. A site model with mean-field potential v_j = v_ext,j + Un_j shows the structure:

∂v = ∂v_ext + U∂n.

For real orbitals φ_o, each doubly occupied, n = 2Σ_o φ_o². Part (a) supplies the orbital response:

∂φ_o = Σ_{u≠o} φ_u ⟨u|∂v|o⟩/(e_o − e_u).

Insert this in ∂n = 4Σ_o φ_o∂φ_o. Terms with both orbitals occupied cancel in pairs, because exchanging o and u reverses the denominator. Only empty u remain:

∂n_j = Σ_k χ_jk ∂v_k,

χ_jk = 4 Σ_o^occ Σ_u^empty φ_o,j φ_u,j φ_o,k φ_u,k/(e_o − e_u).

Combining the two equations gives

∂n = (1 − χU)⁻¹χ ∂v_ext.

As a numerical case, take an open six-site chain with hopping −1, four electrons and U = 0.8. The site energies are (0, 0.3, −0.2, 0.5, 0.1, −0.4) and their external derivatives (1, 0.5, 0, −0.3, 0, 0). Between the second and fourth orbitals, the element of ∂v_ext alone is 1.51 times the element of the full ∂v. The full element agrees with the energy difference times the derivative overlap; the bare one does not. The factor belongs to this chain and is not an estimate for a solid.

Both orbitals must come from the same self-consistent h, hence from the same charge state and occupations. Otherwise their orthogonality, used in (a), is not guaranteed. The identity concerns these one-electron orbitals. Using them in place of many-electron initial and final states is a separate approximation.

**(e) Some methods store coefficients c and recover the orbital as |ψ⟩ = T(Q)|c⟩. How does the formula change?**

**Solution.** Let T be invertible, and define H = T†hT and S = T†T. The eigenvalue equation and normalization become

Hc_i = e_iSc_i,  c_f†Sc_i = δ_fi.

Differentiate the first equation:

(∂H)c_i + H∂c_i = (∂e_i)Sc_i + e_i(∂S)c_i + e_iS∂c_i.

Multiply by c_f†. Use c_f†H = e_f c_f†S and c_f†Sc_i = 0:

c_f†(∂H − e_i∂S)c_i = (e_i − e_f)c_f†S∂c_i.

This is not yet W_fi. The orbital changes through both its coefficients and T:

|∂ψ_i⟩ = T|∂c_i⟩ + (∂T)|c_i⟩.

Its overlap with ⟨ψ_f| = c_f†T† gives

W_fi = (e_i − e_f)[c_f†S∂c_i + c_f†T†(∂T)c_i].

The second term comes from the motion of the transformation. In projector augmented-wave calculations T moves with the atoms, so an overlap of smooth orbitals weighted with S, kept at the undisplaced geometry, contains the first term alone. In one case with random six-dimensional matrices, the second contribution has 0.73 times the magnitude of W_fi. That shows that it need not be small, but says nothing about its size at a particular defect.

If T describes an incomplete atom-centred basis, the equation for the coefficients still holds. The full orbital then need not satisfy h|ψ⟩ = e|ψ⟩, and the last expression for W_fi is no longer guaranteed.

**(f) Evaluate the coupling for a neutral deep trap in a silicon memory channel.**

Use the effective-mass potential

V(r;Q) = −(D + βQ)g(r),  g(r) = exp[−r²/(2w²)],

with w = 0.5 nm and mean mass 0.321 electron masses. The mass is the geometric mean (0.19² × 0.92)^1/3 of rough silicon values: 0.19 for each of the two transverse directions and 0.92 for the longitudinal one. The band state is the lowest positive-energy s state in a sphere of radius 10 nm. The chosen binding energy is 0.30 eV, the phonon energy 40 meV and the relaxation energy 0.12 eV. Q = 0 is the equilibrium geometry of the empty trap.

**Solution.** The binding energy fixes D = 1.73 eV. To fix β, write the lattice energy of the occupied trap, relative to its value at Q = 0, as

E(Q) = ½KQ² − FQ.

Its minimum lies at Q₀ = F/K, and the energy gained there is F²/(2K) = FQ₀/2. For a phonon energy ħω, the zero-point amplitude is σ₀ = √[ħ/(2ω)] = 0.2286 amu^1/2 Å. In the vibrational ground state the mean potential energy ½Kσ₀² is one quarter of the phonon energy, so

K = 0.040/(2 × 0.2286²) = 0.383 eV/(amu Å²).

The relaxation energy then gives

F = √(2 × 0.383 × 0.12) = 0.303 eV/(amu^1/2 Å),

Q₀ = 0.303/0.383 = 0.79 amu^1/2 Å.

The diagonal relation in (a) gives ∂e_f = −β⟨f|g|f⟩ = −F. With the calculated trap orbital this requires β = 0.706 eV/(amu^1/2 Å). The relaxation energy and Q₀ above assume a trap level linear in Q. The level of the model well is curved: with this β it would give a relaxation energy of about 0.15 eV and a minimum near 0.96 amu^1/2 Å. The linear values serve here only to set the slope at Q = 0.

The direct coupling is W_fi = −β⟨f|g|i⟩. If both radial functions are chosen positive near the origin, its value is −0.0190886 eV/(amu^1/2 Å). The digits are kept for the comparison of methods; the model does not predict a real defect to that precision.

For the overlap route, the eigenvalue gap at Q = 0 is

e_i − e_f = 0.014550 − (−0.300000) = 0.314550 eV.

At Q = ±0.025 amu^1/2 Å the overlaps are −0.0014972 and +0.0015378. Therefore

W_fi ≈ 0.314550 × (−0.0014972 − 0.0015378)/0.050 = −0.01909 eV/(amu^1/2 Å).

The central estimate is 0.024% too large in magnitude relative to the direct value. With steps of 0.10 and 0.05 the corresponding errors are 0.38% and 0.094%. The last halving reduces the error by 4.00, as a second-order error requires. The one-sided estimate at +0.025 is 1.3% too small, and its error falls by 1.97 on halving. Removing the s² error by combining the two smallest central steps gives −0.0190886, equal to the direct result at the digits shown.

The gap must be the one at the expansion geometry. Adding the relaxation energy would give

−0.0190886 × (0.314550 + 0.12)/0.314550 = −0.0264 eV/(amu^1/2 Å).

This is 38% too large in magnitude, and |W|² would be 91% too large. The relaxation energy belongs in the vibrational energy balance of the capture process, not in this electronic prefactor.

The coupling between vibrational states that differ by one quantum at the bottom of the oscillator is

|W_fi|σ₀ = 0.01909 × 0.2286 = 0.00436 eV = 4.36 meV.

This is an energy scale, not a capture rate. A rate also needs overlaps between displaced vibrational states and a density of final states.

**(g) Remove the dependence on the box, and judge what the model omits.**

**Solution.** The normalized band orbital spreads through the sphere, so W_fi falls as the sphere grows. Outside the well, u = √(4π) rψ has the form

u(r) = A sin[k(R − r)].

The s-wave part of a plane wave with one electron in volume V has radial amplitude √(4π/V)/k. Rescaling the band orbital from A to this amplitude gives

V|W_V|² = 4π|W_fi|²/(A²k²),

where W_V is the coupling for that incident wave. For a large sphere without a phase shift, A² = 2/R and k = π/R in the lowest state. Thus A²k² varies as R⁻³, and |W_fi|² would fall by 8 on doubling R. The computed |W_fi| falls from 0.01909 to 0.00632 eV/(amu^1/2 Å), a factor of 9.1 in the square. The formula leaves two sources for the difference: the well changes A and k, and the strength V|W_V|² depends on energy. At the same electron energy, spheres of 10 and 20 nm both give 0.168 eV² nm³/(amu Å²). This is the quantity to carry into a capture coefficient.

At 300 K, an electron energy of 1.5kT = 39 meV lowers this strength by 6.6% from its value at the original band eigenvalue. The dependence on Q is larger. At Q = −0.284 and +0.284 amu^1/2 Å, the thermal root-mean-square displacements, |W_fi| in the 10 nm sphere is 12.7% larger and 8.3% smaller than at Q = 0. Part of this comes from the sphere: at a fixed electron energy of 39 meV, the coupling W_V changes by about 9% and 6%.

These displacements do not reach the classical crossing of the two total-energy curves. With the linear trap slope it lies where −FQ equals the gap:

Q_c = −0.3146/0.303 = −1.04 amu^1/2 Å.

The lattice energy there is ½ × 0.383 × 1.04² = 0.21 eV. Both values rest on the linear slope. The level of the model well flattens as the well becomes shallower, and without the confining sphere it reaches the band edge only near Q = −1.56 amu^1/2 Å, where the lattice energy is about 0.46 eV. A constant W_fi over that whole range has not been established by the values above.

The chosen binding, phonon and relaxation energies are rough values for a deep centre, and a polysilicon memory channel is roughly 10 nm thick. The 20 nm diameter of the sphere is therefore larger than such a film; the sphere serves for normalization and does not describe film confinement. Including the anisotropic mass in one valley, with binding and trap force held fixed, raises |W_fi| by 5% in a box of the same volume that is spherical in mass-scaled coordinates, an ellipsoid with semi-axes of about 13 nm (transverse) and 5.9 nm (longitudinal). In the 10 nm sphere itself, where the band level moves to about 17 meV, the rise is about 2%. A more serious weakness is the single band: the trap kinetic energy is 0.44 eV, or 40% of the rough silicon gap of 1.12 eV, and the well is deeper than that gap. The resulting error in W_fi is not determined here. Intervalley mixing and the atomic-scale structure of the orbitals are also absent.

An assumed channel field of 0.1 MV/cm changes the potential energy by 8 meV over the trap's 0.82 nm rms radius, small beside the binding energy. For a triangular barrier the tunnelling exponent is 4κE_b/(3eℰ), where E_b is the binding energy, ℰ the field and κ = √(2mE_b)/ħ. It is about 64 with the mean mass and 49 with the light transverse mass, so direct tunnelling out of the trap is strongly suppressed at this field. The barrier length E_b/(eℰ) is 30 nm, so the estimate applies to a field along the channel, not across a 10 nm film. The exponent varies as 1/ℰ: at 1 MV/cm it is only 6.4 with the mean mass and 4.9 with the light mass, the barrier is 3 nm long, and tunnelling can no longer be dismissed. Charge matters much more. If the empty trap were attractive and singly charged, the bulk Coulomb estimate at 1.5kT would multiply the electron density at its centre by 2πη/[1 − exp(−2πη)] = 5.7. Here η = 1/(ka), k is the electron wave number at that energy, and a = 1.9 nm is the Coulomb radius for a relative permittivity of 11.7. That is the density at one point, without the well. It is not the factor for |W_fi|², because the trap orbital is not small beside a and the well reshapes the incoming wave. With the Coulomb potential added to the model, and the well refitted to the same binding energy and trap force, V|W_V|² at 1.5kT rises by a factor of about 2. The neutral-trap result should not be used for such a centre.

The numerical output gives the remaining intermediate values.

Table of computed values

```
chain: bare W / screened W = 1.5097
transformed orbitals: |omitted term|/|W| = 0.7332
two-level overlaps, gaps 0.2 and 0.02: 5.000, 50.000
masses: transverse 0.19, longitudinal 0.92, mean 0.3214 m_e
well width = 0.5 nm; sphere radius = 10.0 nm
binding = 0.3 eV; fitted well depth = 1.7347 eV
phonon = 40.0 meV; relaxation energy = 0.12 eV
Huang-Rhys factor = 3.00
temperature = 300 K; kT = 25.85 meV
trap-level slope = -0.30309 eV/(amu^1/2 A)
well-depth slope = 0.70578 eV/(amu^1/2 A)
lattice shift = 0.7918 amu^1/2 A
trap eigenvalue = -0.300000 eV
band eigenvalue = 0.014550 eV
eigenvalue gap = 0.314550 eV
direct W = -0.0190886 eV/(amu^1/2 A)
derivative overlap W/gap = -0.0606854 1/(amu^1/2 A)
step 0.100 amu^1/2 A: overlaps -0.0057653, 0.0064175; W -0.0191605 eV/(amu^1/2 A)
step 0.050 amu^1/2 A: overlaps -0.0029559, 0.0031184; W -0.0191065 eV/(amu^1/2 A)
step 0.025 amu^1/2 A: overlaps -0.0014972, 0.0015378; W -0.0190931 eV/(amu^1/2 A)
extrapolated overlap W = -0.0190886 eV/(amu^1/2 A)
W from trap-state derivative = -0.0190886 eV/(amu^1/2 A)
one-sided W at step 0.025 = -0.0188377 eV/(amu^1/2 A)
error ratio on halving: central 4.003, one-sided 1.966
W with relaxed level gap (wrong) = -0.0263709 eV/(amu^1/2 A)
zero-point amplitude = 0.2286 amu^1/2 A
|W| times zero-point amplitude = 4.3634 meV
|W| in sphere of radius 20 nm = 0.0063223 eV/(amu^1/2 A)
V|W|^2, 10 nm sphere = 0.167716 eV^2 nm^3/(amu A^2)
same energy, 20 nm sphere = 0.167716 eV^2 nm^3/(amu A^2)
V|W|^2 at 1.5 kT / value at band eigenvalue = 0.9342
anisotropic-mass |W| / isotropic |W| = 1.0515
thermal rms amplitude = 0.2837 amu^1/2 A
|W(Q)|/|W(0)| at minus, plus rms = 1.1270, 0.9169
trap kinetic energy = 0.4449 eV; rough Si gap = 1.12 eV
trap kinetic energy / Si gap = 0.397
trap rms radius = 0.8211 nm; field = 0.10 MV/cm
field energy over rms radius = 8.21 meV
field-ionization exponent = 63.6
relative permittivity = 11.7; Coulomb radius = 1.926 nm
attractive-charge enhancement at 1.5 kT = 5.72
```
